How Large Is the Mott-Ioffe-Regel Resistivity, and How Does It Scale?

**Question.** An electron in a metal is pictured as flying freely between collisions. The picture becomes doubtful when the mean free path l has shrunk to the distance d between neighbouring atoms. What resistivity does a metal have at that point, what sheet resistance belongs to it, and how do both depend on the metal?

**Answer.** The resistivity at l = d is called the Mott-Ioffe-Regel (MIR) value. To find it we need the conductivity as a function of l, and then the size of the Fermi surface.

**Conductivity from free flights**

Take independent electrons in a band E(k), with two spin states, and collisions that restore the equilibrium occupation f₀. The algebra uses atomic units, ħ = e = 1, with e the magnitude of the electron charge. In these units the velocity is v = ∇ₖE, and a force F changes k at the rate F.

The time since an electron's last collision is sτ, where τ is the mean free time and s has the probability density exp(−s). An electron now at k started its flight at k − Fτs, so

f(k) = ∫₀^∞ ds exp(−s) f₀(k − Fτs).

For a weak force we expand to first order. Since ∫₀^∞ s exp(−s) ds = 1 and ∇ₖf₀ = v ∂f₀/∂E,

f = f₀ − τ F·v ∂f₀/∂E.

Let the electric field ℰ point along x. The electron has charge −1, so F = −ℰ, and the current density is

j = −2 ∫ d³k/(2π)³ vₓ f = 2ℰ ∫ d³k/(2π)³ τ vₓ² (−∂f₀/∂E).

The f₀ term has dropped out because equilibrium carries no current. The two minus signs, from the charge in the current and from the charge in the force, cancel.

At low temperature −∂f₀/∂E becomes δ(E − E_F), and the volume integral becomes one over the Fermi surface, d³k δ(E − E_F) → dS/v. With l = vτ taken the same everywhere on the surface,

σ = (2/8π³) ∫ dS τ vₓ²/v = (l/4π³) ∫ dS vₓ²/v².

In a cubic crystal x, y and z are equivalent, so vₓ²/v² averages to 1/3 over the surface. If S_F is the Fermi surface area,

σ = S_F l/(12π³).

For a sphere, S_F = 4πk_F², which gives

σ = k_F² l/(3π²),  ρ = 3π²/(k_F² l).

The band mass has dropped out: a slower electron has a longer τ at the same l. To restore ordinary units, multiply ρ by ħ/e² = 4108.2 ohm.

**Setting the path equal to the spacing**

Let each atom occupy the volume Ω and supply z carriers. Counting two spins per state in the Fermi sphere,

z/Ω = 2 (4πk_F³/3)/(2π)³ = k_F³/(3π²),  k_F = (3π²z/Ω)^(1/3).

For a simple cubic lattice Ω = d³, so k_F² = (3π²z)^(2/3)/d². Setting l = d,

ρ_MIR = 3π²/(k_F² d) = (3π²)^(1/3) (ħ/e²) d/z^(2/3).

At fixed lattice type the resistivity grows in proportion to the spacing and falls as the 2/3 power of the carrier number. Another lattice changes the prefactor through Ω^(2/3)/d².

**Numbers in the regime of niobium**

Niobium is body-centred cubic, with a cube edge of roughly 3.3 Å and five valence electrons per atom. The nearest-neighbour distance is d = (√3/2) × 3.3 Å = 2.858 Å. Two atoms share the cube, so Ω = 17.97 Å³.

If all five electrons fill one sphere, k_F = 2.020 Å⁻¹, and

ρ_MIR = 29.61 × 4108.2 ohm/(2.020² Å⁻² × 2.858 Å) ≈ 10 430 ohm Å.

One ohm Å is 0.01 µΩ cm, so this is about 104 µΩ cm. The same lattice gives about 147 µΩ cm for three carriers per atom and 305 µΩ cm for one. In this lattice the range of 100 to 300 µΩ cm therefore belongs to spacings near 3 Å and about one to five carriers per atom. It is not a universal constant.

The shape of the Fermi surface also matters. A half-filled simple cubic band with nearest-neighbour hopping has about 0.77 times the Fermi area of a sphere enclosing the same volume. The area can be smaller than the sphere's because this surface is open: it continues into the neighbouring Brillouin zones, and the zone faces that close off the volume are not part of it. The resistivity at equal l is higher by a factor of about 1.3. For a spacing of 3 Å a sphere in this simple cubic lattice would give about 380 µΩ cm, and the band gives 494 µΩ cm.

The choice of criterion matters as well. Another limit, reached at a shorter path whenever k_F d > 1, is k_F l = 1, where the path is the wavelength divided by 2π. Since ρ varies as 1/l, this raises the resistivity by the factor k_F d. In the niobium-like lattice the factor is 5.77 for five carriers and 3.38 for one, giving roughly 600 and 1000 µΩ cm.

**The sheet resistance**

A film of thickness t has sheet resistance ρ/t. For a slice of the bulk metal one neighbour distance thick, called one layer in the numerical output, t = d. In a body-centred cubic lattice this is thicker than a true atomic layer, since the layers are at most 0.82 d apart. Using ħ/e² = (h/e²)/(2π),

R = ρ_MIR/d = 3π² (ħ/e²)/(k_F d)² = (3π/2) (h/e²)/(k_F d)².

With h/e² = 25.8 kΩ, the niobium-like lattice gives 3.7 kΩ for five carriers and 10.7 kΩ for one, or 0.14 and 0.41 of h/e².

A truly two-dimensional metal whose band energy is the same in all directions has a Fermi circle instead of a sphere. The derivation above then gives, with vₓ²/v² averaging to 1/2 around the circle of length 2πk_F,

σ = (2/4π²) l (1/2)(2πk_F) = k_F l/(2π),

R = (h/e²)/(k_F l).

So R = h/e² at k_F l = 1. If instead l equals the spacing a of a square lattice with one electron per cell, and the Fermi line is still taken as a circle, the count 2πk_F²/(2π)² = 1/a² gives k_F a = √(2π), and R = (h/e²)/√(2π) ≈ 0.40 h/e². The quantum h/e² sets the scale; the factor in front depends on the filling, the shape of the Fermi line and the criterion.

Thicker films have much smaller sheet resistances at the same resistivity. For 5 nm and five carriers, ρ/t = 104.3 × 10⁻⁶ ohm cm/(5 × 10⁻⁷ cm) ≈ 209 ohm.

**Does the formula still hold at l = d?**

Here the flight lasts so briefly that the energy of a state is poorly defined. With a rough niobium-like value ħv_F = 4 eV Å, about a quarter of the free-electron value for the five-carrier sphere, the level width is

ħ/τ = ħv_F/d = 4/2.858 eV ≈ 1.4 eV.

To judge the effect we need a conductivity formula that does not assume sharp energies. Apply a field of amplitude ℰ₀ and frequency ω. It couples to an electron through vₓ with amplitude ℰ₀/ω, so the golden rule gives the transition rate 2π(ℰ₀/2ω)²|v_mn|² δ(Eₙ − E_m − ω). Each transition absorbs ω, and absorption minus emission carries the weight f_m − f_n. Equating the absorbed power, with a factor 2 for spin, to σℰ₀²/2 times the volume V gives

σ = (2π/V) Σ_mn |v_mn|² [(f_m − f_n)/ω] δ(Eₙ − E_m − ω).

As ω → 0 at zero temperature, the bracket becomes δ(E_m − μ), with μ the chemical potential:

σ = (2π/V) Σ_mn |v_mn|² δ(E_m − μ) δ(Eₙ − μ).

This is the Kubo-Greenwood formula for independent electrons. In a disordered metal a state of definite k is spread over energy. For weak disorder its amplitude decays as exp(−t/2τ), so its spectrum A is a Lorentzian of half-width γ = 1/(2τ). At l = d we keep this shape as an approximation. If the two delta functions are averaged over disorder separately, each becomes A:

σ = 2π ∫ d³k/(2π)³ vₓ² A².

This approximation is the Kubo bubble. For a narrow Lorentzian, ∫A² dE = 1/(2πγ) = τ/π, so A² acts as (τ/π)δ(E − μ) and the Boltzmann result returns. For the half-filled cubic band at l = a, where l is now the mean Fermi speed times τ, the bubble gives 0.92 of the Boltzmann conductivity. The large level width thus costs 8% in this model.

The unaveraged formula can also be evaluated directly. Give each site of the cubic lattice a random energy, uniform over a width W and therefore of variance W²/12. Such disorder scatters equally into all states of the same energy. With N the density of states per site and spin, the golden rule gives

1/τ = 2πN W²/12.

In units of the hopping t_h, this estimate gives l = a at W = 5.93 t_h. Such disorder is no longer weak compared with the band width of 12 t_h, so the path is itself approximate: a self-consistent (coherent-potential) treatment of the same disorder gives about 1.2 a. Four random samples of 10 × 10 × 10 sites give σ = 0.259 ± 0.004 in units of e²/(ħa), against the Boltzmann value 0.255. Here each delta function is replaced by a Gaussian of width 0.15 t_h. The stated error is statistical only: enlarging the lattice to 32 × 32 × 32 sites and changing the width between 0.075 and 0.3 t_h moves the value within about 0.26 to 0.27. The close agreement may be partly accidental, since the path is approximate and the bubble with the same τ lies lower; what it supports is the order of magnitude.

Doubling W makes the golden-rule path a/4, for which Boltzmann theory predicts four times the MIR resistivity. The golden rule overstates the scattering here: the self-consistent path is about 0.4 a, and the bubble with that path gives about 3.2 times the MIR resistivity. The direct calculation on the same small samples gives 5.3 times, with a statistical error of about 0.4. This number is not converged in the smearing of the delta functions: on 32 × 32 × 32 sites it rises from about 4.2 to 4.8, 5.5 and 5.8 as the width is reduced from 0.3 to 0.15, 0.075 and 0.04 t_h. In this model, then, the MIR value is no ceiling: stronger static disorder raises the resistivity well above it.

**Interference of returning electrons**

An electron that diffuses back to its starting point can go round the loop in either direction. Without a magnetic field or spin-dependent scattering the two amplitudes have equal phase and reinforce each other. This makes return more likely and lowers the conductivity by a fraction of the order of the return probability.

A flight with exponentially distributed length has mean square 2l². After time t there have been t/τ flights, so ⟨r²⟩ = 2l²t/τ. Comparing with 6Dt gives the diffusion constant D = l²/(3τ), and the density at the origin is (4πDt)^(−3/2).

The wave occupies a tube whose cross-section carries one transverse mode. An area S carries Sπk_F²/(2π)² modes, so one mode needs S = 4π/k_F². In time dt the tube sweeps the volume v(4π/k_F²)dt. The return probability is about

p = (4πv/k_F²) ∫_τ^∞ dt (4πDt)^(−3/2)
 = (4πv/k_F²) × 2τ^(−1/2) (4πD)^(−3/2)
 = 8π/[(4π/3)^(3/2) (k_F l)²] ≈ 2.9/(k_F l)².

The last step uses vτ = l. Only the order of magnitude is meaningful, since the tube width and the starting time are estimates. At l = d the niobium-like lattice gives about 0.09 for five carriers and 0.26 for one.

In two dimensions ⟨r²⟩ = 4Dt gives D = l²/(2τ), and one mode needs a width π/k_F. The integral is now logarithmic and must be cut off at the time t_φ when phase memory is lost:

p = (πv/k_F) ∫_τ^t_φ dt/(4πDt) = ln(t_φ/τ)/(2k_F l).

For k_F l = 1 and t_φ = 10τ this is 1.15. The full theory of weak localization has 1/π in place of 1/2, which gives 0.73 and reaches one only near t_φ = 23τ. The prefactor is only an estimate, but a correction comparable with the quantity corrected means that the expansion can no longer be trusted. Since R = (h/e²)/(k_F l), the estimate can be written p = (R/2)(e²/h) ln(t_φ/τ). It reaches one near h/e² when t_φ is about 10τ, and at a lower resistance when phase memory lasts longer. In a sheet, h/e² is therefore a scale for strong quantum effects, not a sharp threshold or a reliable prediction of the resistance.

**Temperature and film surfaces**

At 300 K the thermal energy is 0.026 eV, far below the level width of 1.4 eV. In the cubic band, scaled to that width and with τ held fixed, thermal smearing changes the bubble conductivity by only −0.05%.

Rough surfaces remove drift from electrons that have just left them. At depth z, an electron moving at an angle with cosine u to the surface normal has travelled z/u, and its drift is reduced by the fraction exp(−z/(lu)). Its weight in the current along the film is (3/2)(1 − u²), normalised over 0 < u < 1. For t ≫ l the average of the exponential over depth is lu/t, so the fractional loss is

(3l/2t) ∫₀¹ (u − u³) du = 3l/(8t).

For l = 2.858 Å and t = 5 nm this is 2.1%. Electrons arriving from the other surface give the same average.

**Comparison with real niobium**

Clean niobium at room temperature has a resistivity of roughly 15 µΩ cm. With the five-carrier sphere this corresponds to a path of about 104/15 ≈ 7 spacings, so the film considered here is far more disordered than ordinary niobium. Real niobium does not have the single spherical Fermi surface assumed here: its true surface has several sheets. Varying the carrier number from one to five moves the estimate by a factor of about three, more than the level width, temperature or film surfaces do in these estimates. Interactions between electrons beyond the band picture have not been sized. In a metal with about one to five carriers per atom and spacings near 3 Å, a resistivity of 100 to a few hundred µΩ cm is therefore a warning that free flights may cover only a few atomic spacings or less. The warning does not apply to a semimetal such as bismuth, whose few carriers give a similar resistivity with a much longer path. If the carrier number is known only to lie between one and five, the sphere estimate is uncertain by a factor of about three; a closer value needs the actual Fermi surface. The computed values are collected in the numerical output below.

Computed results

```
hbar/e^2 = 4108.2 ohm
h/e^2 = 25812.8 ohm
largest error of flight test = 0.26 %
-- niobium-like example, rough inputs --
cube edge = 3.3 angstrom
hbar v_F = 4.0 eV angstrom
film thickness = 5.0 nm
temperature = 300 K
volume per atom = 17.97 angstrom^3
atomic spacing = mean free path = 2.858 angstrom
carriers per atom 1: k_F = 1.181 1/angstrom
  k_F l = 3.38 (no unit)
  MIR resistivity = 305.1 micro-ohm cm
  one-layer resistance = 10675 ohm
  the same = 0.414 h/e^2
  interference estimate = 0.257 of sigma
carriers per atom 3: k_F = 1.704 1/angstrom
  k_F l = 4.87 (no unit)
  MIR resistivity = 146.7 micro-ohm cm
  one-layer resistance = 5132 ohm
  the same = 0.199 h/e^2
  interference estimate = 0.124 of sigma
carriers per atom 5: k_F = 2.020 1/angstrom
  k_F l = 5.77 (no unit)
  MIR resistivity = 104.3 micro-ohm cm
  one-layer resistance = 3651 ohm
  the same = 0.141 h/e^2
  interference estimate = 0.088 of sigma
film resistance, 5 carriers = 209 ohm
level width hbar/tau = 1.40 eV
thermal energy = 0.0259 eV
thermal change of sigma (model) = -0.053 %
surface loss of sigma = 2.14 %
-- strictly two-dimensional metal --
R at k_F l = 1: 1.000 h/e^2
R at l = a, one electron per cell = 0.399 h/e^2
interference at k_F l = 1, t_phi = 10 tau: 1.15
-- half-filled simple cubic band, hopping t, spacing a --
Fermi area / area of equal-volume sphere = 0.773
MIR resistivity at a = 3 angstrom = 494 micro-ohm cm
mean Fermi speed = 2.623 t a/hbar
Boltzmann sigma at l = a: 0.2546 e^2/(hbar a)
Kubo bubble / Boltzmann at l = a: 0.919
disorder width W for l = a: 5.93 t
direct sigma, l = a: 0.2586 +- 0.0037 e^2/(hbar a)
direct / Boltzmann at l = a: 1.016
disorder width W for l = a/4: 11.85 t
direct sigma, l = a/4: 0.0480 +- 0.0033 e^2/(hbar a)
its resistivity / MIR value = 5.30
```
